# Sign of C Selects M_A or M_C at Fixed Polarization: verification in Python

```python
"""
Result under test: for a polarization of fixed magnitude with direction n,
    f = A q + B q^2 + C r,   -B/2 < A < 0,
    s_i = n_i^2,  q = s1 s2 + s2 s3 + s3 s1,  r = s1 s2 s3,
the global minimum is M_C (0,u,v) for C > 0, M_A (u,u,v) with u < v for
C_R < C < 0, and R (1,1,1) for C < C_R, where
    C_R = -(3B/2) [3 - sqrt(1 - 12 A/B)].
q0 = -A/(2B) is the value of q on the degenerate ring at C = 0.
Energy densities are in J/cm^3 in the example; (uC/cm^2)(MV/cm) = J/cm^3
and 1 MPa = 1 J/cm^3.
"""
import math
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar, brentq


def direction(theta, phi):
    return (math.sin(theta) * math.cos(phi),
            math.sin(theta) * math.sin(phi), math.cos(theta))


def invariants(n):
    a, b, c = n[0] ** 2, n[1] ** 2, n[2] ** 2
    return a * b + b * c + c * a, a * b * c


def energy(n, A, B, C, D=0.0):
    """Anisotropy energy; D multiplies the tenth-order invariant q r."""
    q, r = invariants(n)
    return A * q + B * q * q + C * r + D * q * r


def lowest(function, starts):
    """Lowest of several local minimizations with small initial simplexes."""
    best = None
    for start in starts:
        start = np.array(start, float)
        simplex = np.vstack([start, start + 0.02 * np.eye(len(start))])
        res = minimize(function, start, method="Nelder-Mead",
                       options=dict(initial_simplex=simplex, xatol=1e-8,
                                    fatol=1e-15, maxiter=800))
        if best is None or res.fun < best.fun:
            best = res
    return best


STARTS = [(0.35, 0.1), (0.35, 0.7), (0.6, 0.1), (0.75, 0.7),
          (0.94, 0.77), (0.75, 0.4)]


def phase_name(n):
    a, b, c = sorted(x * x for x in n)
    if c - a < 1e-4:
        return "R"
    if a < 1e-5:
        return "T" if b < 1e-4 else ("O" if c - b < 1e-4 else "M_C")
    if b - a < 1e-4:
        return "M_A"
    return "M_B" if c - b < 1e-4 else "triclinic"


def ground_state(A, B, C, D=0.0):
    res = lowest(lambda x: energy(direction(x[0], x[1]), A, B, C, D), STARTS)
    n = direction(res.x[0], res.x[1])
    return phase_name(n), res.fun, sorted(x * x for x in n)


def boundary_C_R(A, B):
    return -1.5 * B * (3 - math.sqrt(1 - 12 * A / B))


def repeated_square_MA(A, B, C):
    """Derived squared cosine u^2 of the M_A direction (u,u,v)."""
    k = 4 * B + C
    return (k - math.sqrt(k * k + 24 * A * B)) / (12 * B)


def curvatures(function, n, h=1e-3):
    """Two principal curvatures on the unit sphere by finite differences."""
    n = np.array(n, float)
    e1 = np.cross(n, [0.3, -0.5, 0.8])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)

    def g(a, b):
        v = n + a * e1 + b * e2
        return function(v / np.linalg.norm(v))
    g0 = g(0, 0)
    xx = (g(h, 0) - 2 * g0 + g(-h, 0)) / h ** 2
    yy = (g(0, h) - 2 * g0 + g(0, -h)) / h ** 2
    xy = (g(h, h) - g(h, -h) - g(-h, h) + g(-h, -h)) / (4 * h * h)
    return np.linalg.eigvalsh([[xx, xy], [xy, yy]])


# Identities for the invariants on random directions
rng = np.random.default_rng(4)
for _ in range(300):
    v = rng.normal(size=3)
    v /= np.linalg.norm(v)
    s = v ** 2
    q, r = invariants(v)
    assert abs(np.sum(s ** 4) - (1 - 4 * q + 2 * q * q + 4 * r)) < 1e-12
    t = math.sqrt(1 - 3 * q)
    angle = math.acos(max(-1.0, min(1.0, (3 * s[0] - 1) / (2 * t))))
    r_trig = (1 - 3 * t * t + 2 * t ** 3 * math.cos(3 * angle)) / 27
    assert abs(r - r_trig) < 1e-10
    assert r <= (1 - 3 * t * t + 2 * t ** 3) / 27 + 1e-12

# Phase, energy and direction by global minimization, in units B = 1
cases = 0
for ring_q in (0.03, 0.10, 0.15, 0.20, 0.24):
    a = -2 * ring_q
    limit = boundary_C_R(a, 1.0)
    for c in (0.02, 0.5, 3.0):
        name, e_min, squares = ground_state(a, 1.0, c)
        assert name == "M_C", (ring_q, c, name)
        assert abs(e_min + a * a / 4) < 1e-10
        assert abs(squares[1] * squares[2] - ring_q) < 1e-5
        cases += 1
    for fraction in (0.02, 0.5, 0.98, 1.02, 2.0):
        c = fraction * limit
        name, e_min, squares = ground_state(a, 1.0, c)
        if fraction < 1:
            u2 = repeated_square_MA(a, 1.0, c)
            n_pred = (math.sqrt(u2), math.sqrt(u2), math.sqrt(1 - 2 * u2))
            assert name == "M_A", (ring_q, c, name)
            assert abs(squares[0] - u2) < 1e-5
            assert abs(e_min - energy(n_pred, a, 1.0, c)) < 1e-10
        else:
            assert name == "R", (ring_q, c, name)
        cases += 1

# Outside the stated window, 1/4 < q0 < 1/3, positive C gives M_B
outside_positive = ground_state(-0.58, 1.0, 0.02)[0]
outside_negative = ground_state(-0.58, 1.0, -0.02)[0]
assert outside_positive == "M_B" and outside_negative == "M_A"

# Worked example: round model parameters
P = 40.0          # uC/cm^2
A, B, C = -6.0, 20.0, 6.0
cell_nm, T = 0.40, 300.0
chi, Q = 200.0, 0.08     # rough longitudinal susceptibility; m^4/C^2
q0 = -A / (2 * B)
assert -B / 2 < A < 0
t0 = math.sqrt(1 - 3 * q0)
s0 = (1 - t0) / 3
r0 = (1 - 3 * t0 ** 2 + 2 * t0 ** 3) / 27
to_meV = 1e6 * (cell_nm * 1e-9) ** 3 / constants.e * 1e3

# Trace the ring around [001] and follow r from the M_C to the M_A plane
ring_r = []
for phi in np.linspace(0, math.pi / 4, 31):
    theta = brentq(lambda x: invariants(direction(x, phi))[0] - q0,
                   0.0, math.pi / 4, xtol=1e-14)
    ring_r.append(invariants(direction(theta, phi))[1])
assert np.all(np.diff(ring_r) > 0)
assert abs(ring_r[0]) < 1e-14 and abs(ring_r[-1] - r0) < 1e-11


def plane_minimum(phi, c):
    return minimize_scalar(lambda x: energy(direction(x, phi), A, B, c),
                           bounds=(0.05, 0.75), method="bounded",
                           options=dict(xatol=1e-10))


def splitting(c):
    """E(M_A) - E(M_C), each minimized numerically in its own plane."""
    return plane_minimum(math.pi / 4, c).fun - plane_minimum(0.0, c).fun


def splitting_series(c):
    return c * r0 - c * c * s0 * s0 / (4 * B)


error_big = splitting(2.0) - splitting_series(2.0)
error_half = splitting(1.0) - splitting_series(1.0)
assert 7 < error_big / error_half < 9      # remainder is of third order

gap_plus, gap_minus = splitting(C), splitting(-C)
assert gap_plus > 0 > gap_minus
plus, minus = ground_state(A, B, C), ground_state(A, B, -C)
assert plus[0] == "M_C" and minus[0] == "M_A"

# Winning phase is a minimum, losing phase a saddle with one soft direction
theta_C = plane_minimum(0.0, C).x
n_C = (0.0, math.sin(theta_C), math.cos(theta_C))
n_A_plus = direction(plane_minimum(math.pi / 4, C).x, math.pi / 4)
n_A_minus = direction(plane_minimum(math.pi / 4, -C).x, math.pi / 4)
for sign, n, negatives in ((1, n_C, 0), (1, n_A_plus, 1),
                           (-1, n_C, 1), (-1, n_A_minus, 0)):
    k = curvatures(lambda v: energy(v, A, B, sign * C), n)
    assert np.sum(k < 0) == negatives and np.min(np.abs(k)) > 1e-2

# Every crossing between neighbouring wells meets a mirror plane; the lowest
# point of that plane is the saddle just found
tilts = np.linspace(0, math.pi / 2, 4001)
wall_plus = min(energy(direction(x, math.pi / 4), A, B, C) for x in tilts)
wall_minus = min(energy(direction(x, 0.0), A, B, -C) for x in tilts)
assert abs(wall_plus - energy(n_A_plus, A, B, C)) < 1e-4
assert abs(wall_minus - energy(n_C, A, B, -C)) < 1e-4
barrier_O = energy((0, math.sqrt(0.5), math.sqrt(0.5)), A, B, C) - plus[1]
barrier_T = energy((0, 0, 1), A, B, C) - plus[1]
assert barrier_O > gap_plus and barrier_T > gap_plus

# Field along M_C and compression along its zero axis, for negative C
field = 2 * C * q0 / P
strain_scale = Q * (P * 0.01) ** 2
stress = C * q0 / strain_scale
for factor, stable in ((0.95, False), (1.05, True)):
    k_field = curvatures(lambda v: energy(v, A, B, -C)
                         - factor * field * P * np.dot(v, n_C), n_C)
    k_stress = curvatures(lambda v: energy(v, A, B, -C)
                          + factor * stress * strain_scale * v[0] ** 2, n_C)
    assert (k_field[0] > 0) == stable
    assert (k_stress[0] > 0) == stable
depolarizing = P * 0.01 / constants.epsilon_0 * 1e-8     # MV/cm

# Tenth-order invariant q r: the selection turns where C + D q0 changes sign
D_cancel = -C / q0
assert ground_state(A, B, C, 0.8 * D_cancel)[0] == "M_C"
assert ground_state(A, B, C, 1.2 * D_cancel)[0] == "M_A"

# Free magnitude p = |P|/P0 with a radial well of curvature K at p = 1
K = (P * 0.01) ** 2 / (constants.epsilon_0 * chi) * 1e-6


def free_energy(theta, phi, p, c):
    q, r = invariants(direction(theta, phi))
    return (K / 8 * (p * p - 1) ** 2 + A * q * (p ** 4 + p ** 6) / 2
            + B * q * q * p ** 8 + c * r * p ** 6)


relaxed_gap, relaxed_p = {}, {}
for c, expected in ((C, "M_C"), (-C, "M_A")):
    full = lowest(lambda x: free_energy(x[0], x[1], x[2], c),
                  [(0.43, 0.1, 1.0), (0.43, 0.7, 1.0), (0.9, 0.7, 1.0)])
    assert phase_name(direction(full.x[0], full.x[1])) == expected
    in_A = lowest(lambda x: free_energy(x[0], math.pi / 4, x[1], c),
                  [(0.43, 1.0)])
    in_C = lowest(lambda x: free_energy(x[0], 0.0, x[1], c), [(0.43, 1.0)])
    relaxed_gap[c] = in_A.fun - in_C.fun
    relaxed_p[c] = full.x[2]
    assert relaxed_gap[c] * c > 0

# Thermal size: region whose rotation barrier equals a multiple of k_B T
thermal = constants.k * T


def edge_nm(barrier, multiple):
    return (multiple * thermal / (barrier * 1e6)) ** (1 / 3) * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Cases found by global minimization:", cases)
print("For A = -0.58 B, C = +0.02 B and -0.02 B:",
      outside_positive, outside_negative)
show("Polarization P", P, "uC/cm^2", 1)
show("A", A, "J/cm^3", 1)
show("B", B, "J/cm^3", 1)
show("|C|", C, "J/cm^3", 1)
show("Cell edge", cell_nm, "nm", 2)
show("Temperature", T, "K", 0)
show("Ring value q0", q0)
show("t0 = sqrt(1 - 3 q0)", t0)
show("M_A repeated squared cosine s0 on ring", s0)
show("Largest r on ring, r0", r0, "", 6)
show("Ring energy -A^2/(4B)", -A * A / (4 * B), "J/cm^3")
show("Boundary to R, C_R", boundary_C_R(A, B), "J/cm^3", 2)
print("Phase for C > 0 and C < 0:", plus[0], minus[0])
show("M_C tilt from [001]", math.degrees(theta_C), "deg", 2)
show("M_C component v P", P * n_C[2], "uC/cm^2", 2)
show("M_C component u P", P * n_C[1], "uC/cm^2", 2)
show("M_A repeated squared cosine, C < 0", minus[2][0])
show("M_A tilt from [001], C < 0",
     math.degrees(math.acos(n_A_minus[2])), "deg", 2)
show("M_A component v P", P * n_A_minus[2], "uC/cm^2", 2)
show("M_A component u P", P * n_A_minus[0], "uC/cm^2", 2)
show("Ground energy, C > 0", plus[1], "J/cm^3", 5)
show("Ground energy, C < 0", minus[1], "J/cm^3", 5)
show("First-order splitting |C| r0", C * r0, "J/cm^3", 5)
show("Second-order term C^2 s0^2/(4B)", (C * s0) ** 2 / (4 * B),
     "J/cm^3", 5)
show("E(M_A)-E(M_C), C > 0", gap_plus, "J/cm^3", 5)
show("E(M_A)-E(M_C), C < 0", gap_minus, "J/cm^3", 5)
show("Same, C > 0, per cell", gap_plus * to_meV, "meV", 5)
show("Same, C < 0, per cell", gap_minus * to_meV, "meV", 5)
show("Barrier through [011], C > 0", barrier_O, "J/cm^3")
show("Barrier through [001], C > 0", barrier_T, "J/cm^3")
show("Thermal energy k_B T", thermal / constants.e * 1e3, "meV", 2)
show("Cube edge for barrier = k_B T, C > 0", edge_nm(gap_plus, 1), "nm", 2)
show("Cube edge for barrier = k_B T, C < 0", edge_nm(-gap_minus, 1), "nm", 2)
show("Cube edge for barrier = 40 k_B T, C > 0", edge_nm(gap_plus, 40),
     "nm", 1)
show("Cube edge for barrier = 40 k_B T, C < 0", edge_nm(-gap_minus, 40),
     "nm", 1)
show("Field that stabilizes M_C, C < 0", field, "MV/cm")
show("Unscreened depolarizing field P/eps0", depolarizing, "MV/cm", 0)
print(f"Ratio of these two fields: {field / depolarizing:.2e}")
show("Electrostriction Q11-Q12 (rough)", Q, "m^4/C^2", 2)
show("Compression that stabilizes M_C, C < 0", stress, "MPa", 1)
show("D that cancels C = +|C|", D_cancel, "J/cm^3", 1)
show("Longitudinal susceptibility (rough)", chi, "", 0)
show("Radial stiffness K", K, "J/cm^3", 1)
show("Relaxed |P|/P0, C > 0", relaxed_p[C])
show("Relaxed |P|/P0, C < 0", relaxed_p[-C])
show("Relaxed E(M_A)-E(M_C), C > 0", relaxed_gap[C], "J/cm^3", 5)
show("Relaxed E(M_A)-E(M_C), C < 0", relaxed_gap[-C], "J/cm^3", 5)
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cases found by global minimization: 40
For A = -0.58 B, C = +0.02 B and -0.02 B: M_B M_A
Polarization P: 40.0 uC/cm^2
A: -6.0 J/cm^3
B: 20.0 J/cm^3
|C|: 6.0 J/cm^3
Cell edge: 0.40 nm
Temperature: 300 K
Ring value q0: 0.1500
t0 = sqrt(1 - 3 q0): 0.7416
M_A repeated squared cosine s0 on ring: 0.0861
Largest r on ring, r0: 0.006140
Ring energy -A^2/(4B): -0.4500 J/cm^3
Boundary to R, C_R: -25.66 J/cm^3
Phase for C > 0 and C < 0: M_C M_A
M_C tilt from [001]: 25.38 deg
M_C component v P: 36.14 uC/cm^2
M_C component u P: 17.15 uC/cm^2
M_A repeated squared cosine, C < 0: 0.0960
M_A tilt from [001], C < 0: 25.99 deg
M_A component v P: 35.95 uC/cm^2
M_A component u P: 12.40 uC/cm^2
Ground energy, C > 0: -0.45000 J/cm^3
Ground energy, C < 0: -0.49056 J/cm^3
First-order splitting |C| r0: 0.03684 J/cm^3
Second-order term C^2 s0^2/(4B): 0.00334 J/cm^3
E(M_A)-E(M_C), C > 0: 0.03381 J/cm^3
E(M_A)-E(M_C), C < 0: -0.04056 J/cm^3
Same, C > 0, per cell: 0.01350 meV
Same, C < 0, per cell: -0.01620 meV
Barrier through [011], C > 0: 0.2000 J/cm^3
Barrier through [001], C > 0: 0.4500 J/cm^3
Thermal energy k_B T: 25.85 meV
Cube edge for barrier = k_B T, C > 0: 4.97 nm
Cube edge for barrier = k_B T, C < 0: 4.67 nm
Cube edge for barrier = 40 k_B T, C > 0: 17.0 nm
Cube edge for barrier = 40 k_B T, C < 0: 16.0 nm
Field that stabilizes M_C, C < 0: 0.0450 MV/cm
Unscreened depolarizing field P/eps0: 452 MV/cm
Ratio of these two fields: 9.96e-05
Electrostriction Q11-Q12 (rough): 0.08 m^4/C^2
Compression that stabilizes M_C, C < 0: 70.3 MPa
D that cancels C = +|C|: -40.0 J/cm^3
Longitudinal susceptibility (rough): 200
Radial stiffness K: 90.4 J/cm^3
Relaxed |P|/P0, C > 0: 1.0100
Relaxed |P|/P0, C < 0: 1.0098
Relaxed E(M_A)-E(M_C), C > 0: 0.03378 J/cm^3
Relaxed E(M_A)-E(M_C), C < 0: -0.04033 J/cm^3
ALL CHECKS PASSED
```
